# Branch points and the decay of Wannier functions in one dimension: a numerical check

```python
# Result under test: in a 1D even periodic potential the lowest-band Wannier
# function obeys, for large n,
#     w(n a) ~ (-1)^n A (n a)^(-3/4) exp(-h n a),
# where pi/a + i h is the branch point of the band energy E(k).
# For a weak potential h = gap/G, with G = 2 pi/a (Hartree atomic units).
# Symbols: a period; V(x) = -2 U cos(G x); c, s solutions of the Schroedinger
# equation with (value, slope) = (1,0) and (0,1) at x = 0; mu(E) = c(a,E).
import numpy as np
import mpmath as mp
from scipy.optimize import brentq
from scipy.special import gamma
from scipy.constants import physical_constants, angstrom

a = 5.0
U = 0.05
G = 2 * np.pi / a
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] / angstrom


def propagate(energy, length=a, steps=1000):
    """Values and slopes at x = length of c, dc/dE, d2c/dE2 and s."""
    energy = np.asarray(energy)
    y = np.zeros((4,) + energy.shape, dtype=energy.dtype)
    p = np.zeros_like(y)
    y[0] = 1.0
    p[3] = 1.0
    d = length / steps

    def acceleration(x, f):
        acc = 2 * (-2 * U * np.cos(G * x) - energy) * f
        acc[1] -= 2 * f[0]
        acc[2] -= 4 * f[1]
        return acc

    for j in range(steps):          # fourth-order Runge-Kutta-Nystroem
        x = j * d
        k1 = acceleration(x, y)
        k2 = acceleration(x + d / 2, y + d / 2 * p + d * d / 8 * k1)
        k3 = acceleration(x + d, y + d * p + d * d / 2 * k2)
        y = y + d * p + d * d / 6 * (k1 + 2 * k2)
        p = p + d / 6 * (k1 + 4 * k2 + k3)
    return y, p


def hamiltonian(k, first, second=0.0):
    """Plane-wave matrix for V = -2 first cos(Gx) - 2 second cos(2Gx)."""
    m = np.arange(-8, 9)
    size = len(m)
    return (np.diag((k + m * G) ** 2 / 2)
            - first * (np.eye(size, k=1) + np.eye(size, k=-1))
            - second * (np.eye(size, k=2) + np.eye(size, k=-2)))


def first_gap(first, second=0.0):
    e = np.linalg.eigvalsh(hamiltonian(np.pi / a, first, second))
    return e[1] - e[0]


def collision_height(first, second=0.0):
    """Im k at which the two lowest eigenvalues meet on Re k = pi/a."""
    def squared_difference(kappa):
        e = np.linalg.eigvals(hamiltonian(np.pi / a + 1j * kappa,
                                          first, second))
        e = e[np.argsort(e.real)]
        return ((e[1] - e[0]) ** 2).real
    scale = first_gap(first, second) / G
    return brentq(squared_difference, 0.3 * scale, 1.2 * scale, xtol=1e-14)


# ---- branch point from the minimum of mu(E) in the first gap
edge = np.linalg.eigvalsh(hamiltonian(np.pi / a, U))
centre = np.linalg.eigvalsh(hamiltonian(0.0, U))
gap = edge[1] - edge[0]
E_star = brentq(lambda e: float(propagate(e)[0][1]), edge[0], edge[1],
                xtol=1e-14)
y_star, p_star = propagate(E_star)
mu_star, mu2_star, s_star = (float(y_star[i]) for i in (0, 2, 3))
h = np.arccosh(-mu_star) / a
h_collision = collision_height(U)
assert abs(h - h_collision) < 1e-8

# ---- parity of the gap edges and symmetry of the transfer matrix
y_edge, p_edge = propagate(np.array([edge[0], edge[1]]))
assert abs(p_edge[0, 0]) < 1e-8          # top of band 1 is even about x = 0
assert abs(y_edge[3, 1]) < 1e-8          # bottom of band 2 is odd
assert abs(y_star[0] - p_star[3]) < 1e-9 and s_star > 0

# ---- zeros of mu': one in each of the first two gaps, none elsewhere inside
# a circle of the complex energy plane that holds these two gaps only
gap_edges = np.array([edge[0], edge[1], centre[1], centre[2]])
slopes_at_edges = propagate(gap_edges)[0][1]
assert slopes_at_edges[0] * slopes_at_edges[1] < 0
assert slopes_at_edges[2] * slopes_at_edges[3] < 0
circle = 0.4 + 0.8 * np.exp(2j * np.pi * np.arange(400) / 400)
values = propagate(circle)[0][1]
turns = np.sum(np.angle(np.roll(values, -1) / values)) / (2 * np.pi)
assert abs(turns - 2) < 1e-6

# ---- Bloch states at real k in 45-digit arithmetic (tridiagonal problem)
mp.mp.dps = 45
a_mp, U_mp = mp.mpf(a), mp.mpf(U)
G_mp = 2 * mp.pi / a_mp
order = 14
half_count = 200                          # k points in the half zone
k_points = [(j + mp.mpf(1) / 2) * mp.pi / (half_count * a_mp)
            for j in range(half_count)]


def precise_bloch(k):
    """Lowest energy and normalized positive plane-wave coefficients."""
    e = mp.mpf(float(np.linalg.eigvalsh(hamiltonian(float(k), U))[0]))
    for _ in range(4):
        sides = []
        for sign in (1, -1):
            ratio, ratios = mp.mpf(0), []
            for m in range(order, 0, -1):
                kinetic = (k + sign * m * G_mp) ** 2 / 2
                ratio = U_mp / (kinetic - e - U_mp * ratio)
                ratios.append(ratio)
            coefficient, side = mp.mpf(1), []
            for ratio in reversed(ratios):
                coefficient *= ratio
                side.append(coefficient)
            sides.append(side)
        residual = k ** 2 / 2 - e - U_mp * (sides[0][0] + sides[1][0])
        coefficients = sides[1][::-1] + [mp.mpf(1)] + sides[0]
        norm = mp.fsum(q * q for q in coefficients)
        e += residual / norm
    return e, [q / mp.sqrt(norm) for q in coefficients]


states = [precise_bloch(k) for k in k_points]

# dispersion relation and norm formula against the diagonalized states
picked = [10, 70, 130, 190]
energies = np.array([float(states[j][0]) for j in picked])
y_pick = propagate(energies)[0]
cos_ka = np.array([float(mp.cos(k_points[j] * a_mp)) for j in picked])
density0 = np.array([float(mp.fsum(states[j][1])) ** 2 / a for j in picked])
assert np.max(abs(y_pick[0] - cos_ka)) < 1e-8
assert np.max(abs(-y_pick[3] / y_pick[1] / density0 - 1)) < 1e-7


def wannier(offset, cells):
    """w(offset + n a) for n in cells, summed over real k."""
    x0 = mp.mpf(offset)
    even, odd = [], []
    for k, (_, coefficients) in zip(k_points, states):
        angles = [(k + m * G_mp) * x0 for m in range(-order, order + 1)]
        even.append(mp.fsum(q * mp.cos(t)
                            for q, t in zip(coefficients, angles)))
        odd.append(mp.fsum(q * mp.sin(t)
                           for q, t in zip(coefficients, angles)))
    result = []
    for n in cells:
        total = mp.mpf(0)
        for k, ev, od in zip(k_points, even, odd):
            phase = k * n * a_mp
            total += ev * mp.cos(phase) - od * mp.sin(phase)
        result.append(total / half_count / mp.sqrt(a_mp))
    return result


# ---- orthonormality of w and its translate by one cell, on a real-space grid
per_cell = 16
x_grid = np.arange(-40 * per_cell, 40 * per_cell) * a / per_cell
k_float = np.array([float(k) for k in k_points])
c_float = np.array([[float(q) for q in st[1]] for st in states])
w_grid = np.zeros_like(x_grid)
for i, m in enumerate(range(-order, order + 1)):
    w_grid += np.cos(np.outer(x_grid, k_float + m * G)) @ c_float[:, i]
w_grid /= half_count * np.sqrt(a)
dx = a / per_cell
norm_w = np.sum(w_grid ** 2) * dx
overlap_w = np.sum(w_grid[per_cell:] * w_grid[:-per_cell]) * dx
assert abs(norm_w - 1) < 1e-8 and abs(overlap_w) < 1e-8

# ---- rate and power read from w alone, with no use of the branch point
w_site = wannier(0.0, range(0, 162))
n_fit = np.arange(30, 161)
slope = np.array([float(mp.log(abs(w_site[n] / w_site[n + 1])) / a_mp)
                  for n in range(0, 161)])
t = (n_fit + 0.5) / 30
powers = [0, 1, 1.5, 2, 2.5, 3, 3.5, 4]
fit = np.linalg.lstsq(np.array([t ** (-q) for q in powers]).T,
                      slope[n_fit], rcond=None)[0]
h_from_w = fit[0]
power_from_w = fit[1] * 30 * a
assert abs(h_from_w / h - 1) < 1e-4
assert abs(power_from_w - 0.75) < 0.02

# ---- amplitude of the tail on lattice sites
A = (a / (2 * np.pi) * np.sqrt(2) * gamma(0.75) * np.sqrt(s_star)
     * (2 * a * mu2_star * np.sinh(h * a)) ** -0.25)


def tail(n):
    return (-1) ** n * A * (n * a) ** -0.75 * np.exp(-h * n * a)


def limit_for_large_n(n, data):
    columns = np.array([(n / 30) ** (-q / 2) for q in range(7)]).T
    return np.linalg.lstsq(columns, data, rcond=None)[0][0]


site_ratio = np.array([float(w_site[n]) / tail(int(n)) for n in n_fit])
amplitude_limit = limit_for_large_n(n_fit, site_ratio)
assert abs(amplitude_limit - 1) < 1e-3

# ---- shape of the tail between lattice sites
x0 = 0.3 * a
n_off = np.arange(30, 161, 5)
w_off = wannier(x0, [int(n) for n in n_off])
off_ratio = np.array([float(w / w_site[n]) for n, w in zip(n_off, w_off)])
shape_limit = limit_for_large_n(n_off, off_ratio)
y_x0 = propagate(E_star, length=x0)[0]
shape_formula = float(y_x0[0] + np.sinh(h * a) / s_star * y_x0[3])
assert abs(shape_limit - shape_formula) < 1e-3

# ---- weak-potential law and its first correction for the cosine
def deviation(first, second=0.0):
    return 1 - collision_height(first, second) * G / first_gap(first, second)


u_small = 0.01
correction = deviation(u_small * G ** 2) / u_small ** 2
assert abs(correction - 2) < 0.02
gap_correction = (1 - first_gap(u_small * G**2)
                  / (2 * u_small * G**2)) / u_small**2
assert abs(gap_correction - 1) < 0.01
# with a second harmonic the deviation must also vanish quadratically
dev_full = deviation(u_small * G ** 2, u_small * G ** 2 / 2)
dev_half = deviation(u_small * G ** 2 / 2, u_small * G ** 2 / 4)
assert abs(dev_full) < 1e-3
assert abs(dev_full / dev_half - 4) < 0.4

print(f"period a = {a:.1f} bohr")
print(f"potential coefficient U = {U:.3f} hartree")
print(f"reciprocal vector G = {G:.6f} 1/bohr")
print(f"weakness U/G^2 = {U / G**2:.5f} (dimensionless)")
print(f"top of band 1 = {edge[0]:.6f} hartree")
print(f"bottom of band 2 = {edge[1]:.6f} hartree")
print(f"gap = {gap:.6f} hartree = {gap * hartree_ev:.4f} eV")
print(f"two-wave gap 2U = {2 * U:.6f} hartree")
print(f"branch energy E* = {E_star:.6f} hartree")
print(f"mu(E*) = {mu_star:.7f} (dimensionless)")
print(f"mu''(E*) = {mu2_star:.5f} 1/hartree^2")
print(f"s(a,E*) = {s_star:.6f} bohr")
print(f"h from minimum of mu = {h:.8f} 1/bohr")
print(f"h from eigenvalue collision = {h_collision:.8f} 1/bohr")
print(f"h from tail of w = {h_from_w:.8f} 1/bohr")
print(f"power from tail of w = {power_from_w:.5f} (dimensionless)")
print(f"weak-potential h = gap/G = {gap / G:.8f} 1/bohr")
h_corrected = gap / G * (1 - 2 * (U / G**2) ** 2)
print(f"corrected weak-potential h = {h_corrected:.8f} 1/bohr")
print(f"decay length 1/h = {1/h:.4f} bohr = {bohr_angstrom/h:.4f} angstrom")
print(f"decay factor per cell exp(-h a) = {np.exp(-h * a):.5f}")
print(f"tail amplitude A = {A:.6f} bohr^(1/4)")
print(f"norm of w = {norm_w:.8f}")
print(f"overlap of w with its neighbour = {overlap_w:.1e}")
for n in (0, 1, 2):
    print(f"w({n}a) = {float(w_site[n]):.6f} bohr^(-1/2)")
for n in (10, 40, 160):
    print(f"n = {n}: w(na) = {float(w_site[n]):.4e} bohr^(-1/2), "
          f"w/tail = {float(w_site[n]) / tail(n):.5f}, "
          f"local rate = {slope[n]:.6f} 1/bohr")
print(f"limit of w/tail for large n = {amplitude_limit:.6f}")
print(f"w(na+0.3a)/w(na), large-n limit = {shape_limit:.6f}")
print(f"w(na+0.3a)/w(na), formula = {shape_formula:.6f}")
print(f"zeros of mu' inside the energy circle = {turns:.4f}")
print(f"cosine: (1 - hG/gap)/(U/G^2)^2 = {correction:.4f} at U/G^2 = 0.01")
print(f"cosine: (1 - gap/2U)/(U/G^2)^2 = {gap_correction:.4f}, same U/G^2")
print(f"second harmonic: 1 - hG/gap = {dev_full:.3e}, halved V: {dev_half:.3e}")
for strength in (0.01, 0.02, 0.05, 0.1, 0.2):
    g_s, h_s = first_gap(strength), collision_height(strength)
    print(f"U = {strength:.2f} hartree: gap = {g_s:.6f} hartree, "
          f"h = {h_s:.6f} 1/bohr, hG/gap = {h_s * G / g_s:.5f}")
print("tests ok")
```

It prints:

```
period a = 5.0 bohr
potential coefficient U = 0.050 hartree
reciprocal vector G = 1.256637 1/bohr
weakness U/G^2 = 0.03166 (dimensionless)
top of band 1 = 0.145858 hartree
bottom of band 2 = 0.245758 hartree
gap = 0.099900 hartree = 2.7184 eV
two-wave gap 2U = 0.100000 hartree
branch energy E* = 0.192667 hartree
mu(E*) = -1.0797253 (dimensionless)
mu''(E*) = 64.74507 1/hartree^2
s(a,E*) = 0.683894 bohr
h from minimum of mu = 0.07934123 1/bohr
h from eigenvalue collision = 0.07934123 1/bohr
h from tail of w = 0.07934123 1/bohr
power from tail of w = 0.75000 (dimensionless)
weak-potential h = gap/G = 0.07949779 1/bohr
corrected weak-potential h = 0.07933839 1/bohr
decay length 1/h = 12.6038 bohr = 6.6696 angstrom
decay factor per cell exp(-h a) = 0.67253
tail amplitude A = 0.283029 bohr^(1/4)
norm of w = 1.00000000
overlap of w with its neighbour = -3.6e-17
w(0a) = 0.538385 bohr^(-1/2)
w(1a) = -0.026420 bohr^(-1/2)
w(2a) = 0.012910 bohr^(-1/2)
n = 10: w(na) = 2.1844e-04 bohr^(-1/2), w/tail = 0.76665, local rate = 0.091213 1/bohr
n = 40: w(na) = 5.9787e-10 bohr^(-1/2), w/tail = 0.87507, local rate = 0.082717 1/bohr
n = 160: w(na) = 4.7827e-31 bohr^(-1/2), w/tail = 0.93568, local rate = 0.080234 1/bohr
limit of w/tail for large n = 1.000000
w(na+0.3a)/w(na), large-n limit = 1.190905
w(na+0.3a)/w(na), formula = 1.190906
zeros of mu' inside the energy circle = 2.0000
cosine: (1 - hG/gap)/(U/G^2)^2 = 1.9964 at U/G^2 = 0.01
cosine: (1 - gap/2U)/(U/G^2)^2 = 0.9999, same U/G^2
second harmonic: 1 - hG/gap = 1.221e-04, halved V: 2.916e-05
U = 0.01 hartree: gap = 0.019999 hartree, h = 0.015914 1/bohr, hG/gap = 0.99992
U = 0.02 hartree: gap = 0.039994 hartree, h = 0.031816 1/bohr, hG/gap = 0.99968
U = 0.05 hartree: gap = 0.099900 hartree, h = 0.079341 1/bohr, hG/gap = 0.99803
U = 0.10 hartree: gap = 0.199202 hartree, h = 0.157334 1/bohr, hG/gap = 0.99252
U = 0.20 hartree: gap = 0.393712 hartree, h = 0.305521 1/bohr, hG/gap = 0.97515
tests ok
```
